# Peak and mean energy of the Thompson spectrum of sputtered atoms

## Problem

In sputter deposition of an interconnect metal, ions strike a target and set off collision cascades, and some target atoms leave the surface and travel to the wafer. To escape, an atom must pay the surface binding energy $U$. Let $E$ be its kinetic energy outside, and let $f(E)\,dE$ be the fraction of emitted atoms with energy in $dE$, counted as they cross the surface. This is a flux spectrum.

Model the target as atoms at rest that collide as hard spheres of equal mass, with a mean free path $\lambda$ independent of energy. Neglect energy lost to electrons and to binding inside the solid. Take the motion inside as isotropic, and the surface as a planar step of height $U$ that slows only the motion normal to it.

(a) Derive $f(E)$, the Thompson spectrum.

(b) Find its most probable energy and its median.

(c) Decide whether its mean energy is finite. If it is not, find how the mean depends on a cutoff $E_{\max}$.

(d) Evaluate the results for $U=3.5$ eV, target atoms of 64 u, and ions of 40 u and 500 eV.

## Hints

1. When equal hard spheres collide, they exchange their velocity components along the line of centres. What does this say about the energy each one carries away?
2. Write a balance for the number of flights that start with energy $E$. Differentiating it gives a simple equation.
3. For an isotropic flux through a plane, use $\cos^2\theta'$ as the variable instead of $\theta'$.
4. For the integrals, use $s=1+E/U$.
5. Before computing the mean, look at $E f(E)$ for $E\gg U$.

## Solution

### (a) The spectrum

**Energy sharing.** An atom of energy $E'$ hits one at rest. Let $d$ be the distance of centres at contact, $b$ the impact parameter and $\alpha$ the angle between the velocity and the line of centres, so that $b=d\sin\alpha$. The struck atom takes over the velocity component along the line of centres and hence the energy $E'\cos^2\alpha=E'(1-b^2/d^2)$. The first atom keeps $E'b^2/d^2$. Impact points are spread evenly over the disc of area $\pi d^2$, so $b^2/d^2$ is uniform on $[0,1]$. Each of the two atoms therefore has an energy uniformly distributed on $[0,E']$, with density $1/E'$.

**Cascade.** Let one recoil start with energy $E_0$, and let $F(E)\,dE$ be the mean number of flights that start with energy in $dE$. Every flight ends in a collision, which starts two new ones:
$$F(E)=\delta(E-E_0)+2\int_E^{E_0}\frac{F(E')}{E'}\,dE' .$$
The integral includes the first flight, which contributes $2/E_0$. For $E<E_0$, differentiation gives
$$F'(E)=-\frac{2F(E)}{E}\quad\Rightarrow\quad F(E)=\frac{C}{E^2}.$$
Just below $E_0$ only the first flight contributes, so $C/E_0^2=2/E_0$ and $C=2E_0$. Hence
$$F(E)=\frac{2E_0}{E^2},\qquad E<E_0 .$$
The number of starts above $E$, including the first, is
$$1+\int_E^{E_0}\frac{2E_0}{E'^2}\,dE'=\frac{2E_0}{E}-1 .$$
Down to $E=0.01E_0$ this gives 199.0 per cascade; randomly simulated cascades with the same sharing rule gave 198.9.

Each flight has mean length $\lambda$. The path length travelled per unit volume, time and energy, which is the internal flux, is therefore proportional to $\lambda F$, that is, to $1/E'^2$. We use this bulk result right up to the surface, which neglects the depletion caused by escaping atoms.

**Surface.** The number of atoms crossing a plane at angle $\theta'$ to its normal is proportional to
$$\cos\theta'\,d\Omega'=2\pi\cos\theta'\,|d(\cos\theta')|=\pi\,|d(\cos^2\theta')| ,$$
so $\cos^2\theta'$ is uniform on $[0,1]$. Escape requires a normal energy $E'\cos^2\theta'>U$, which has probability $1-U/E'$ for $E'>U$. An escaping atom has $E=E'-U$, so $dE=dE'$ and
$$f(E)\propto\frac{1}{E'^2}\left(1-\frac{U}{E'}\right)=\frac{E}{(E+U)^3}.$$

The direction outside follows from the remaining normal energy:
$$\cos^2\theta=\frac{E'\cos^2\theta'-U}{E'-U}.$$
At fixed $E'$ this is linear in $\cos^2\theta'$ and runs from 0 to 1 over the escaping directions. It is therefore again uniform, which is the cosine law of emission. With the assumed isotropy inside, energy and direction are uncorrelated when the atoms leave the target. For an ion arriving along the normal this holds well for slow atoms, but the fastest atoms have made too few collisions to be isotropic and leave more obliquely than the cosine law says.

**Normalization.** With $s=1+E/U$, the integral of $2UE/(E+U)^3$ from zero to $E$ is
$$2\int_1^{s}\frac{s'-1}{s'^3}\,ds'=1-\frac{2}{s}+\frac{1}{s^2}=\left(1-\frac1s\right)^2=\left(\frac{E}{E+U}\right)^2 .$$
It tends to 1 as $E\to\infty$, so the normalized spectrum is
$$f(E)=\frac{2UE}{(E+U)^3}.$$
Random trajectories drawn from the $1/E'^2$ flux, with uniform $\cos^2\theta'$, were sent over a step of 3.5 eV. Their cumulative spectrum differed from $[E/(E+U)]^2$ by at most 0.0022.

### (b) Peak and median

The derivative is
$$f'(E)=2U\,\frac{(E+U)-3E}{(E+U)^4}=2U\,\frac{U-2E}{(E+U)^4}.$$
It is positive below $E=U/2$ and negative above, so there is a single maximum:
$$E_{\text{peak}}=\frac U2,\qquad f(E_{\text{peak}})=\frac{2U\,(U/2)}{(3U/2)^3}=\frac{8}{27U}.$$
The peak is a compromise. The cascade supplies more atoms at lower energy, but the barrier lets few of the slowest ones out: the escape probability, $E/(E+U)$, vanishes at $E=0$.

The median satisfies $E/(E+U)=1/\sqrt2$, which gives $E=U/(\sqrt2-1)=(1+\sqrt2)\,U$.

### (c) The mean

For $E\gg U$, $f\approx 2U/E^2$ and $Ef\approx 2U/E$. The first is integrable to infinity and the second is not. Every interval in which the energy grows by a factor $e$ adds about $2U$ to the mean.

To obtain the full dependence, cut the spectrum off sharply at $E_{\max}=xU$ and renormalize. With $t=E/U$ and $s=1+t$,
$$G(x)=\int_0^x\frac{t^2}{(1+t)^3}\,dt=\int_1^{1+x}\left(\frac1s-\frac2{s^2}+\frac1{s^3}\right)ds .$$
The antiderivative is $\ln s+2/s-1/(2s^2)$, whose value at $s=1$ is $3/2$. Hence
$$G(x)=\ln(1+x)+\frac{2}{1+x}-\frac{1}{2(1+x)^2}-\frac32 .$$
The energy integral is $\int_0^{E_{\max}}Ef\,dE=2U\,G(x)$, and the norm is $[x/(1+x)]^2$. Therefore
$$\langle E\rangle=2U\left(\frac{1+x}{x}\right)^2G(x).$$
For large $x$, use $(1+1/x)^2\approx1+2/x$ and keep terms up to order $1/x$:
$$\langle E\rangle\approx U\left[2\ln(1+x)-3+\frac{4\ln(1+x)-2}{x}\right].$$
The last term vanishes as $x\to\infty$, while the logarithm grows without limit. The mean is infinite for this spectrum. A cutoff makes it finite, and so does a tail that falls as a higher inverse power of $E$ than the second. A sharp cutoff above $U/2$ multiplies the spectrum below it by a constant, so it leaves the peak in place.

**What sets the cutoff.** In a head-on collision, an ion of mass $m_1$ and speed $v$ gives an atom of mass $m_2$ the speed $2m_1v/(m_1+m_2)$. The largest transferred energy is thus
$$\Lambda E_{\text{ion}},\qquad \Lambda=\frac{4m_1m_2}{(m_1+m_2)^2}.$$
After paying $U$, the atom has at most $E_{\max}=\Lambda E_{\text{ion}}-U$. This is an upper bound for atoms struck at rest. A first recoil from an ion arriving along the normal moves inward and must be turned back by further collisions, which share its energy. Using the $1/E'^2$ flux unchanged up to this bound is a further idealization, because the ion also makes later collisions at lower energy, which add relatively more slow atoms. Including them, with the bulk flux otherwise kept, lowers the mean in the example of part (d) from 24.3 to about 21 eV.

### (d) Numbers

The peak lies at $3.5/2=1.75$ eV, and the median without a cutoff is $2.414\times3.5=8.45$ eV. For the cutoff,
$$\Lambda=\frac{4\cdot40\cdot64}{104^2}=0.9467,\qquad E_{\max}=473.4-3.5=469.9\ \text{eV},\qquad x=134.25 .$$
Then
$$G=4.9071+0.0148-0.0000-1.5=3.4219,$$
$$\langle E\rangle=7.0\ \text{eV}\times\left(\frac{135.25}{134.25}\right)^2\times3.4219=24.3\ \text{eV}\quad(3.9\times10^{-18}\ \text{J}).$$
The mean is about 14 times the peak energy, although half of the atoms have less than 8.24 eV. The tail accounts for this: atoms above 50 eV are 11.4 % of the total and carry 60.4 % of the energy.

With $U$ and the masses fixed, the mean is 19.8 eV at 250 eV ion energy and 29.0 eV at 1000 eV. Since $1+x=\Lambda E_{\text{ion}}/U$, each doubling adds $2U\ln2=4.85$ eV through the logarithm. The actual steps, 4.5 and 4.7 eV, are smaller because the positive $1/x$ correction shrinks as $x$ grows.

### How far the numbers can be trusted

**The shape of the cutoff.** To test this, replace the sharp edge by the smooth model factor $w=1-\sqrt{(E+U)/(\Lambda E_{\text{ion}})}$. Since $w$ decreases with $E$, the product $fw$ already falls at $U/2$, and its peak lies lower: 1.70 eV in the example. The mean drops to 16.5 eV.

The logarithm survives. With $S=\Lambda E_{\text{ion}}/U$, the factor subtracts from $G$ the amount
$$\frac1{\sqrt S}\int_1^S\frac{(s-1)^2}{s^{5/2}}\,ds\;\to\;2\qquad(S\to\infty),$$
because the integrand tends to $s^{-1/2}$. The subtracted part of the norm vanishes as $1/\sqrt S$. The mean thus approaches $U(2\ln S-7)$, still growing by $2U$ per factor $e$. The corrections fall only as $\ln S/\sqrt S$, so this limit is not accurate at $S=135$.

**Gas between target and wafer.** The spectrum holds at the target. Take argon-like gas atoms of 40 u at 1 mTorr and 300 K, a throw of 100 mm, and hard spheres with $d=0.3$ nm. The gas atoms have a mean thermal energy of 0.039 eV, small beside the peak energy, and can be treated as at rest. The free path is $k_BT/(p\pi d^2)=110$ mm. On a straight path along the normal, an atom thus makes $\nu=0.91$ collisions on average, and 40 % of such atoms arrive unscattered.

By the same geometry as in part (a), the fractional loss per collision is uniform on $[0,\Lambda]$, with mean $\Lambda/2$. Averaging over a Poisson number of collisions,
$$\sum_{k=0}^\infty e^{-\nu}\frac{\nu^k}{k!}\left(1-\frac\Lambda2\right)^k=e^{-\nu\Lambda/2}=0.65 .$$
For these atoms the sharp-cutoff mean falls from 24.3 to about 16 eV. Atoms that leave obliquely have a longer way to the wafer and lose more on average. The straight-path estimate ignores deflection, which changes the result for normal emission by only about 0.1 eV, and the smaller cross section of fast atoms, which matters more. With a screened-Coulomb copper-argon interaction the energy loss rate at 50 eV is roughly a quarter of the hard-sphere value, and the mean falls only to about 21 to 22 eV. The 16 eV figure therefore overstates the loss.

**The real case.** The parameters are rough values in the regime of copper sputtered by argon for interconnect seed layers. One assumption under strain is the isotropic $1/E'^2$ flux near the top of the spectrum, where an atom has made few collisions. The peak depends little on that region, but the mean depends on it strongly. If the same hard-sphere cascade is followed in a half-space, with the ion entering along the normal and escaping atoms removed, the peak stays near 1.8 eV. The mean, however, drops to about 13 eV and the median to about 7 eV, and atoms above 50 eV carry only about a fifth of the energy. The 24 eV of part (d) is thus an overestimate by about a factor of two even within this collision model, and indicates only the order of magnitude. If the metal is ionized on its way and accelerated by a wafer bias, the bias also shapes the energy on arrival, and this spectrum describes only the emission.

## Variation 1: atoms counted in flight

*A detector measures the number density of atoms in front of the target instead of their flux. Where is the peak, and is the mean finite?*

Density is flux divided by normal velocity. Because direction and energy are uncorrelated, the energy dependence is that of $f/\sqrt E$:
$$n(E)\propto\frac{\sqrt E}{(E+U)^3}.$$
Setting the logarithmic derivative to zero gives $1/(2E)=3/(E+U)$, so the peak is at $E=U/5=0.70$ eV.

For the mean, define $I_0=\int_0^\infty t^{1/2}(1+t)^{-3}dt$ and $I_1=\int_0^\infty t^{3/2}(1+t)^{-3}dt$. Integration by parts, with vanishing boundary terms, gives
$$I_1=\frac34\int_0^\infty\frac{t^{1/2}}{(1+t)^2}\,dt=\frac34\,(I_0+I_1),$$
where the last step writes $(1+t)^{-2}=(1+t)(1+t)^{-3}$. Hence $I_1=3I_0$, and the mean is $3U=10.5$ eV, finite without any cutoff. Fast atoms spend less time in the observed volume, and this extra factor $1/\sqrt E$ makes the energy integral converge. Both results of the main problem therefore belong to the flux spectrum.

## Variation 2: a softer interatomic force

*Suppose the internal flux is proportional to $E'^{-(2-2m)}$ with $0<m<1/2$, as a model of softer collisions. What changes?*

The escape probability is still $1-U/E'$, so
$$f_m(E)\propto\frac{E}{(E+U)^{3-2m}} .$$
The peak condition $1/E=(3-2m)/(E+U)$ gives
$$E_{\text{peak}}=\frac{U}{2-2m}.$$
At high energy $f_m\propto E^{-2+2m}$. The norm converges for $m<1/2$, but the energy integral grows as $E_{\max}^{2m}/(2m)$, a power instead of a logarithm.

For $m=0.2$, chosen as an illustration, and the same sharp cutoff of 469.9 eV, the peak moves from 1.75 to 2.19 eV and the mean from 24.3 to 46.8 eV. The peak at $U/2$ and the logarithmic divergence belong to $m=0$. The numerical output below lists the values for all these cases.

## Table of computed values

```
Surface binding energy U: 3.50 eV
Target atom mass: 64 u
Ion and gas atom mass: 40 u
Ion energy: 500 eV
Cascade starts above 1% of first energy, simulated: 198.9 per cascade
Same, from 2 E0/E - 1: 199.0 per cascade
Largest deviation of simulated cumulative spectrum: 0.0022 (no unit)
Flux peak U/2: 1.750 eV
Flux peak by numerical search: 1.750 eV
Peak height without cutoff: 0.0847 1/eV
Median without cutoff: 8.45 eV
Density peak U/5: 0.700 eV
Density mean 3U: 10.50 eV
Transfer factor Lambda: 0.9467 (no unit)
Largest transfer: 473.4 eV
Cutoff E_max: 469.9 eV
Ratio x = E_max/U: 134.25 (no unit)
Bracket G(x): 3.4219 (no unit)
Mean with sharp cutoff: 24.31 eV
Mean with sharp cutoff: 3.895e-18 J
Mean from leading asymptote: 23.85 eV
Median with sharp cutoff: 8.24 eV
Mean growth per factor e in cutoff: 7.000 eV
Mean growth per factor 2, 2U ln 2: 4.85 eV
Mean at half the ion energy: 19.78 eV
Mean at double the ion energy: 28.97 eV
Tail threshold: 50 eV
Share of atoms in tail: 11.4 %
Share of energy in tail: 60.4 %
Smooth roll-off, peak: 1.700 eV
Smooth roll-off, mean: 16.50 eV
Smooth roll-off, growth per factor e: 6.999 eV
Softness exponent m: 0.2 (no unit)
Softer force, peak: 2.188 eV
Softer force, mean with sharp cutoff: 46.83 eV
Gas pressure: 1.0 mTorr
Gas temperature: 300 K
Throw distance: 100 mm
Centre distance at contact: 0.3 nm
Free path in gas: 110 mm
Mean number of gas collisions: 0.91 (no unit)
Atoms arriving unscattered: 40 %
Mean energy factor after gas: 0.65 (no unit)
Simulated energy factor: 0.65 (no unit)
Mean energy at wafer, estimate: 15.8 eV
Mean thermal energy of gas atom: 0.039 eV
```
